# Fermi Level of Donor-Doped Silicon with Amphoteric Dangling Bonds: verification in Python

```python
"""Fermi level of donor-doped silicon with amphoteric dangling bonds.

Result under test: E_F = E2 + kT ln(2x/(1-x)), x = donors/bonds < 1.
E1, E2: energies to add the first and second electron to a bond, measured
from the valence edge (eV), without the spin entropy of the neutral state.
Densities are in cm^-3, lengths in nm, energies in eV.
Bond charge states: plus (0 electrons), neutral (1), minus (2).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

K_B = const.k / const.e
E1, E2 = 0.30, 0.80
DONORS, BONDS = 1e17, 1e18
TEMP = 300.0
GAP, DONOR_DEPTH, DOS_MASS, KAPPA = 1.12, 0.045, 1.1, 11.7
SPREAD, GRAIN, GAP_SLOPE, HOT = 0.05, 10.0, 3e-4, 400.0
kT = K_B * TEMP
x = DONORS / BONDS


def fractions(ef, thermal=kT, scale=1.0):
    """Closed-form fractions of plus, neutral and minus bonds."""
    w0 = 2 * np.exp((ef - scale * E1) / thermal)
    wm = np.exp((2 * ef - scale * (E1 + E2)) / thermal)
    total = 1 + w0 + wm
    return 1 / total, w0 / total, wm / total


def band_density(eta, thermal=kT):
    """Carriers from integrating parabolic band states times Fermi factor."""
    t = np.linspace(0, 9, 1801)
    integral = np.sum(2 * t**2 / (1 + np.exp(t**2 - eta))) * (t[1] - t[0])
    mass = DOS_MASS * const.m_e
    prefactor = (2 * mass * thermal * const.e / const.hbar**2) ** 1.5
    return prefactor / (2 * np.pi**2) * integral * 1e-6


def ionized(ef, donors, thermal=kT, gap=GAP):
    return donors / (1 + 2 * np.exp((ef - gap + DONOR_DEPTH) / thermal))


def charge(ef, donors=DONORS, bonds=BONDS, temp=TEMP, scale=1.0):
    thermal, gap = K_B * temp, GAP * scale
    plus, _, minus = fractions(ef, thermal, scale)
    holes = band_density(-ef / thermal, thermal)
    electrons = band_density((ef - gap) / thermal, thermal)
    return (holes - electrons + ionized(ef, donors, thermal, gap)
            + bonds * (plus - minus))


def full_root(**kw):
    return brentq(lambda ef: charge(ef, **kw), 0.05, 1.15, xtol=1e-12)


def closed(ratio):
    return E2 + kT * np.log(2 * ratio / (1 - ratio))


# One orbital in Fock space: thermal trace with fermion operators.
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
up, down = np.kron(lower, np.eye(2)), np.kron(parity, lower)
n_up, n_down = up.T @ up, down.T @ down
number = n_up + n_down
hamiltonian = E1 * number + (E2 - E1) * n_up @ n_down


def fock_fractions(ef):
    rho = expm(-(hamiltonian - ef * number) / kT)
    prob = np.diag(rho) / np.trace(rho)
    return [prob[np.isclose(np.diag(number), q)].sum() for q in (0, 1, 2)]


for trial in (0.25, 0.55, 0.76, 0.85):
    assert np.allclose(fractions(trial), fock_fractions(trial),
                       rtol=1e-8, atol=1e-14)

ef_closed, ef_full = closed(x), full_root()
plus, neutral, minus = fractions(ef_full)
assert abs(ef_closed - ef_full) < 1e-4
assert abs(ef_full - 0.76) < 0.005


# Canonical count: fixed electron number on many bonds.
def log_partition(excess, sites=10000):
    n_plus = np.arange(0, 60)
    n_minus = n_plus + excess
    n_zero = sites - n_plus - n_minus
    ways = (gammaln(sites + 1) - gammaln(n_plus + 1)
            - gammaln(n_minus + 1) - gammaln(n_zero + 1))
    energy = E1 * n_zero + (E1 + E2) * n_minus
    return logsumexp(ways + n_zero * np.log(2) - energy / kT)


ef_count = -kT * (log_partition(1001) - log_partition(999)) / 2
# Finite number of bonds leaves an error of order kT/2000.
assert abs(ef_count - ef_closed) < 1e-4

grid_charge = np.array([charge(e) for e in np.linspace(0.05, 1.15, 221)])
assert np.all(np.diff(grid_charge) < 0)

electrons = band_density((ef_full - GAP) / kT)
holes = band_density(-ef_full / kT)
mass_kg = DOS_MASS * const.m_e
n_band = 2e-6 * (mass_kg * kT * const.e / (2 * np.pi * const.hbar**2)) ** 1.5
assert abs(n_band * np.exp((ef_full - GAP) / kT) / electrons - 1) < 1e-4
assert abs(n_band * np.exp(-ef_full / kT) / holes - 1) < 1e-4

ef_undoped = full_root(donors=0.0)
assert abs(ef_undoped - (E1 + E2) / 2) < 1e-3
ef_no_bonds = full_root(bonds=0.0)
electrons_no_bonds = band_density((ef_no_bonds - GAP) / kT)

# Gaussian spread of the levels, both moving together.
nodes, weights = np.polynomial.hermite_e.hermegauss(100)
weights = weights / weights.sum()


def spread_root(width):
    def imbalance(ef):
        p, _, m = fractions(ef - width * nodes)
        return np.sum(weights * (m - p)) - x
    return brentq(imbalance, 0.5, 0.95, xtol=1e-13)


small = 0.003
small_law = -(1 - 2 * x) * small**2 / (2 * kT)
assert abs((spread_root(small) - ef_closed) / small_law - 1) < 0.05
shift_spread = spread_root(SPREAD) - ef_closed
law_spread = -(1 - 2 * x) * SPREAD**2 / (2 * kT)

# Random donors, screened by electrons moving among the bonds.
coulomb = const.e / (4 * np.pi * const.epsilon_0 * KAPPA) * 1e9
bonds_nm, donors_nm = BONDS * 1e-21, DONORS * 1e-21
screening = np.sqrt(kT / (4 * np.pi * coulomb * bonds_nm * x * (1 - x)))
step = 1e-5
slope = (fock_fractions(ef_closed + step)[2]
         - fock_fractions(ef_closed - step)[2]) / (2 * step)
length_from_slope = (4 * np.pi * coulomb * bonds_nm * slope) ** -0.5
assert abs(length_from_slope / screening - 1) < 1e-4
rng = np.random.default_rng(7)
ball = 9 * screening
mean_count = donors_nm * 4 * np.pi * ball**3 / 3
potential = np.empty(20000)
for i in range(potential.size):
    r = ball * np.cbrt(1 - rng.random(rng.poisson(mean_count)))
    potential[i] = np.sum(coulomb / r * np.exp(-r / screening))
mean_lowering = kT / (1 - x)
# Sampling error is about 1e-4 eV.
assert abs(potential.mean() - mean_lowering) < 1e-3
local = potential - mean_lowering
ef_random = brentq(lambda ef: np.mean(
    1 / (1 + 2 * np.exp((E2 - ef - local) / kT))) - x, 0.5, 0.95)
shift_random = ef_random - ef_closed

# Bonds on parallel grain boundaries: bending across one depleted grain.
bending = 4 * np.pi * coulomb * donors_nm * GRAIN**2 / 8
points = 199
h = GRAIN / (points + 1)
laplace = (np.diag(-2 * np.ones(points)) + np.diag(np.ones(points - 1), 1)
           + np.diag(np.ones(points - 1), -1)) / h**2
source = -4 * np.pi * coulomb * donors_nm * np.ones(points)
assert abs(np.linalg.solve(laplace, source).max() / bending - 1) < 1e-6

ef_hot = full_root(temp=HOT)
gap_scale = 1 - GAP_SLOPE * (HOT - TEMP) / GAP
ef_hot_gap = full_root(temp=HOT, scale=gap_scale)

print(f"Temperature: {TEMP:.0f} K; kT = {kT:.5f} eV")
print(f"Levels E1, E2: {E1:.2f}, {E2:.2f} eV")
print(f"Donors, bonds: {DONORS:.1e}, {BONDS:.1e} cm^-3")
print(f"Ratio x = {x:.2f}; 2x/(1-x) = {2*x/(1-x):.4f}")
print(f"kT ln(2x/(1-x)) = {ef_closed-E2:.4f} eV")
print(f"Gap {GAP:.2f} eV; donor depth {DONOR_DEPTH:.3f} eV")
print(f"DOS mass {DOS_MASS:.1f} m_e; permittivity {KAPPA:.1f}")
print(f"Band effective density: {n_band:.3e} cm^-3")
print(f"Fermi level, closed form: {ef_closed:.5f} eV")
print(f"Fermi level, full neutrality: {ef_full:.5f} eV")
print(f"Fermi level, count of 10000 bonds: {ef_count:.5f} eV")
print(f"Without spin factor 2: {ef_closed-kT*np.log(2):.4f} eV")
print(f"Fraction plus: {plus:.3e}")
print(f"Fraction neutral: {neutral:.5f}")
print(f"Fraction minus: {minus:.5f}")
print(f"Free electrons: {electrons:.3e} cm^-3")
print(f"Free holes: {holes:.3e} cm^-3")
print(f"Neutral donors: {DONORS-ionized(ef_full, DONORS):.3e} cm^-3")
print(f"Fermi level, no donors: {ef_undoped:.4f} eV")
print(f"Fermi level, no bonds: {ef_no_bonds:.4f} eV")
print(f"Free electrons, no bonds: {electrons_no_bonds:.3e} cm^-3")
print("Donor series (cm^-3): full / closed Fermi level (eV)")
for donors in (1e16, 1e17, 2e17, 5e17, 9e17, 2e18):
    root = full_root(donors=donors)
    if donors < BONDS:
        formula = closed(donors / BONDS)
        assert abs(root - formula) < 2e-3
        print(f"  {donors:.0e}: {root:.4f} / {formula:.4f}")
    else:
        assert root > closed(0.9)
        print(f"  {donors:.0e}: {root:.4f} / not applicable")
print(f"Assumed level spread: {SPREAD:.3f} eV")
print(f"Shift from spread: {1e3*shift_spread:.1f} meV")
print(f"Small-spread law there: {1e3*law_spread:.1f} meV")
print(f"Screening length: {screening:.2f} nm")
print(f"Mean donor lowering: {1e3*mean_lowering:.1f} meV")
print(f"Shift from random donors: {1e3*shift_random:.1f} meV")
print(f"Grain-boundary spacing: {GRAIN:.0f} nm")
print(f"Bonds per boundary area: {BONDS*GRAIN*1e-7:.1e} cm^-2")
print(f"Band bending in grain: {1e3*bending:.2f} meV")
print(f"Fermi level at {HOT:.0f} K, fixed levels: {ef_hot:.4f} eV")
print(f"Assumed gap shrinkage: {1e3*GAP_SLOPE:.1f} meV/K")
print(f"Gap at {HOT:.0f} K: {GAP*gap_scale:.3f} eV")
print(f"Fermi level at {HOT:.0f} K, scaled levels: {ef_hot_gap:.4f} eV")
print("all good")
```

Output:

```
Temperature: 300 K; kT = 0.02585 eV
Levels E1, E2: 0.30, 0.80 eV
Donors, bonds: 1.0e+17, 1.0e+18 cm^-3
Ratio x = 0.10; 2x/(1-x) = 0.2222
kT ln(2x/(1-x)) = -0.0389 eV
Gap 1.12 eV; donor depth 0.045 eV
DOS mass 1.1 m_e; permittivity 11.7
Band effective density: 2.895e+19 cm^-3
Fermi level, closed form: 0.76112 eV
Fermi level, full neutrality: 0.76111 eV
Fermi level, count of 10000 bonds: 0.76113 eV
Without spin factor 2: 0.7432 eV
Fraction plus: 8.071e-09
Fraction neutral: 0.90003
Fraction minus: 0.09997
Free electrons: 2.707e+13 cm^-3
Free holes: 4.738e+06 cm^-3
Neutral donors: 1.066e+12 cm^-3
Fermi level, no donors: 0.5500 eV
Fermi level, no bonds: 0.9725 eV
Free electrons, no bonds: 9.634e+16 cm^-3
Donor series (cm^-3): full / closed Fermi level (eV)
  1e+16: 0.6991 / 0.6991
  1e+17: 0.7611 / 0.7611
  2e+17: 0.7821 / 0.7821
  5e+17: 0.8179 / 0.8179
  9e+17: 0.8739 / 0.8747
  2e+18: 1.0204 / not applicable
Assumed level spread: 0.050 eV
Shift from spread: -29.9 meV
Small-spread law there: -38.7 meV
Screening length: 13.63 nm
Mean donor lowering: 28.7 meV
Shift from random donors: -2.0 meV
Grain-boundary spacing: 10 nm
Bonds per boundary area: 1.0e+12 cm^-2
Band bending in grain: 1.93 meV
Fermi level at 400 K, fixed levels: 0.7478 eV
Assumed gap shrinkage: 0.3 meV/K
Gap at 400 K: 1.090 eV
Fermi level at 400 K, scaled levels: 0.7263 eV
all good
```
